# Troullier-Martins Matching Derivatives from the Radial Schrödinger Equation

A norm-conserving pseudopotential replaces the oscillating inner part of an atomic valence orbital by a smooth, nodeless function. At a chosen radius \(r_c\) the two functions are joined. The pseudopotential is then found by inverting the radial Schrödinger equation, which involves the second derivative of the pseudo-orbital. A potential with a continuous second derivative at the join therefore calls for an orbital with four continuous derivatives. If the all-electron orbital is known as a table of numbers with spacing \(h\), a fourth difference amplifies independent errors in the entries as \(h^{-4}\). The radial equation itself supplies the missing information: it fixes \(u''\) in terms of \(u\), and its derivatives fix \(u'''\) and \(u''''\).

## Setting and result

Hartree atomic units are used: lengths are in bohr and energies in hartree. Let \(R(r)\) be a radial orbital of angular momentum \(l\), and let \(u=rR\). It obeys

\[
-\frac12u''+\left[\frac{l(l+1)}{2r^2}+V(r)\right]u=\varepsilon u .
\tag{1}
\]

Here \(V\) is the complete local potential felt by the electron, without the centrifugal term. In a Kohn-Sham atom it is the screened potential: nuclear attraction plus Hartree plus exchange-correlation potential. The bare nuclear potential may not be put in its place, because \(u\) does not solve (1) with that potential.

Inside \(r_c\) the Troullier-Martins pseudo-orbital is

\[
u_{\rm ps}(r)=r^{l+1}e^{P(r)},\qquad
P(r)=c_0+c_2r^2+c_4r^4+\cdots+c_{12}r^{12}.
\tag{2}
\]

Outside \(r_c\) it equals \(u\). The corresponding exponent of the all-electron orbital is defined near \(r_c\) by

\[
p(r)=\ln\frac{u(r)}{r^{l+1}} .
\tag{3}
\]

The overall sign of \(u\) is chosen so that \(u(r_c)>0\). The logarithm is taken of the numerical value in atomic units; a change of length unit shifts \(p\) by a constant and leaves the matching unaffected. Since \(u=r^{l+1}e^{p}\), matching \(u\) and its first four derivatives is the same as matching \(p\) and its first four derivatives.

**Theorem.** Suppose that on an open interval around \(r_c>0\) the orbital \(u\) is positive and solves (1), and that \(V\) is twice continuously differentiable there. Put \(D=u'/u\). Then on this interval, and in particular at \(r_c\),

\[
\begin{aligned}
p'&=D-\frac{l+1}{r},\\
p''&=2(V-\varepsilon)-\frac{2(l+1)}{r}p'-p'^2,\\
p'''&=2V'+\frac{2(l+1)}{r^2}p'-\frac{2(l+1)}{r}p''-2p'p'',\\
p''''&=2V''-\frac{4(l+1)}{r^3}p'+\frac{4(l+1)}{r^2}p''
-\frac{2(l+1)}{r}p'''-2p''^2-2p'p'''.
\end{aligned}
\tag{4}
\]

The inputs are \(u,u',V,V',V''\), together with the known numbers \(\varepsilon\), \(l\) and \(r_c\). No derivative of the orbital beyond the first is needed.

## Proof of the recursion

**Lemma 1.** Under the assumptions of the theorem, \(u\) has four continuous derivatives.

*Proof.* Multiplying (1) by \(-2\) and rearranging gives

\[
u''=k\,u,\qquad k(r)=2[V(r)-\varepsilon]+\frac{l(l+1)}{r^2}.
\tag{5}
\]

The function \(k\) is twice continuously differentiable, and so is \(u\), because it solves a second-order equation with continuous coefficients. Their product \(u''\) is then twice continuously differentiable, which gives \(u\) four continuous derivatives. \(\square\)

**Lemma 2.** The exponent obeys

\[
p''+p'^2+\frac{2(l+1)}{r}p'=2(V-\varepsilon).
\tag{6}
\]

*Proof.* Differentiating \(\ln u=(l+1)\ln r+p\) gives

\[
\frac{u'}{u}=\frac{l+1}{r}+p' .
\]

This is the first line of (4). For any positive \(u\), the quotient rule gives \((u'/u)'=u''/u-(u'/u)^2\). Therefore

\[
\begin{aligned}
\frac{u''}{u}
&=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2\\
&=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}
+\frac{2(l+1)}{r}p'+p'^2\\
&=\frac{l(l+1)}{r^2}+p''+\frac{2(l+1)}{r}p'+p'^2 .
\end{aligned}
\]

The last line uses \((l+1)^2-(l+1)=l(l+1)\). By (5) the left side is \(2(V-\varepsilon)+l(l+1)/r^2\). The centrifugal terms cancel, leaving (6). \(\square\)

*Proof of the theorem.* Solving (6) for \(p''\) gives the second line of (4). This relation holds throughout an interval, so it may be differentiated. The energy is constant, and

\[
\frac{d}{dr}\left[-\frac{2(l+1)}{r}p'\right]
=\frac{2(l+1)}{r^2}p'-\frac{2(l+1)}{r}p'',
\qquad
\frac{d}{dr}(-p'^2)=-2p'p'' .
\]

Adding \(2V'\) gives the third line. For the fourth, its terms are differentiated one at a time:

\[
\begin{aligned}
\left[\frac{2(l+1)}{r^2}p'\right]'&=-\frac{4(l+1)}{r^3}p'+\frac{2(l+1)}{r^2}p'',\\
\left[-\frac{2(l+1)}{r}p''\right]'&=\frac{2(l+1)}{r^2}p''-\frac{2(l+1)}{r}p''',\\
[-2p'p'']'&=-2p''^2-2p'p''' .
\end{aligned}
\]

The two terms in \(p''/r^2\) add to \(4(l+1)p''/r^2\). With \(2V''\) this is the fourth line. \(\square\)

**Remark: a limiting case.** For the nodeless Coulomb orbital with \(V=-Z/r\), one has \(u\propto r^{l+1}e^{-Zr/(l+1)}\) and \(\varepsilon=-Z^2/[2(l+1)^2]\). Thus \(p'=-Z/(l+1)\) is constant and the higher derivatives must vanish. The second line of (4) gives

\[
p''=-\frac{2Z}{r}+\frac{Z^2}{(l+1)^2}+\frac{2Z}{r}-\frac{Z^2}{(l+1)^2}=0 .
\]

In the third line, \(2V'=2Z/r^2\) cancels \(2(l+1)p'/r^2=-2Z/r^2\). In the fourth, \(2V''=-4Z/r^3\) cancels \(-4(l+1)p'/r^3=4Z/r^3\).

**Remark: where the result fails.** The derivation is local. It does not require \(\varepsilon\) to be an eigenvalue, but \(u\) must solve (1) at the energy used. A scalar-relativistic equation has other terms, so (4) is then not exact; nor does (4) apply as written when a nonlocal exchange operator acts on \(u\). A node at \(r_c\) is excluded. Close to a simple node at \(r_0\), \(D\approx1/(r-r_0)\), so \(p''''\) contains the large term \(-6/(r-r_0)^4\). A matching radius just outside a node therefore demands a strongly varying exponent.

## A form without recursion

The derivatives can also be written directly in terms of \(D\) and \(k\).

**Lemma 3.** With \(k\) from (5),

\[
\begin{aligned}
D'&=k-D^2,\\
D''&=k'-2Dk+2D^3,\\
D'''&=k''-2Dk'-2k^2+8D^2k-6D^4,
\end{aligned}
\tag{7}
\]

and, for \(m=1,\ldots,4\), with \(D^{(0)}=D\),

\[
p^{(m)}=D^{(m-1)}+(-1)^m\frac{(m-1)!\,(l+1)}{r^m}.
\tag{8}
\]

*Proof.* The first line of (7) is the quotient rule with \(u''/u=k\). Differentiating it and inserting \(D'\) gives \(D''=k'-2D(k-D^2)\), which is the second line. Differentiating once more,

\[
\begin{aligned}
D'''&=k''-2D'k-2Dk'+6D^2D'\\
&=k''-2Dk'-2k(k-D^2)+6D^2(k-D^2)\\
&=k''-2Dk'-2k^2+8D^2k-6D^4 .
\end{aligned}
\]

Equation (8) follows from \(p'=D-(l+1)/r\), because the \((m-1)\)th derivative of \(1/r\) is \((-1)^{m-1}(m-1)!/r^m\). \(\square\)

The derivatives of \(k\) contain the centrifugal term explicitly:

\[
k'=2V'-\frac{2l(l+1)}{r^3},\qquad
k''=2V''+\frac{6l(l+1)}{r^4}.
\tag{9}
\]

In the recursion (4) that term has already cancelled. The two forms are algebraically equivalent. The second shows that the orbital enters only through the ratio \(u'/u\); its amplitude is needed for \(p(r_c)\) alone.

## Why four derivatives are matched

The potential that has \(u_{\rm ps}\) as a solution at energy \(\varepsilon\) is found by reading Lemma 2 backwards:

\[
V_{\rm ps}=\varepsilon+\frac{l+1}{r}P'+\frac12\left(P''+P'^2\right),
\qquad r<r_c .
\tag{10}
\]

Outside \(r_c\), \(V_{\rm ps}=V\).

**Proposition.** Suppose \(P'(r_c)=p'(r_c)\). Then \(V_{\rm ps}\), \(V_{\rm ps}'\) and \(V_{\rm ps}''\) are continuous at \(r_c\) if and only if \(P'',P''',P''''\) equal \(p'',p''',p''''\) there.

*Proof.* The inner function \(P\) satisfies (6) with \(V_{\rm ps}\) in place of \(V\). Its derivatives at the inner edge therefore obey the last three lines of (4) with \(V_{\rm ps}\) and its derivatives. At fixed \(p'\), the second line determines \(p''\) from \(V\), and conversely. Once these agree, the third line relates \(p'''\) to \(V'\) one-to-one, and the fourth relates \(p''''\) to \(V''\) one-to-one. \(\square\)

Kerker's earlier construction uses an exponent \(\delta+\gamma r^2+\beta r^3+\alpha r^4\) and matches the orbital through its second derivative, besides conserving the norm. It needs only the first two lines of (4), and secures continuity of the potential but not, in general, of its slope.

## Completing the polynomial

Equation (2) has seven coefficients. Matching \(p\) and four derivatives gives five conditions. Norm conservation gives the sixth:

\[
\int_0^{r_c}u_{\rm ps}^2\,dr=\int_0^{r_c}u^2\,dr .
\tag{11}
\]

It places the same charge inside \(r_c\) for both orbitals. The seventh is zero curvature of the potential at the origin. Near \(r=0\),

\[
\frac{P'}{r}=2c_2+4c_4r^2+\cdots,\quad
P''=2c_2+12c_4r^2+\cdots,\quad
P'^2=4c_2^2r^2+\cdots .
\]

Insertion into (10) gives

\[
V_{\rm ps}=\varepsilon+(2l+3)c_2
+2\left[(2l+5)c_4+c_2^2\right]r^2+\cdots .
\tag{12}
\]

The \(r^2\) coefficient comes from \(4(l+1)c_4+6c_4+2c_2^2\). The curvature vanishes when \(c_4=-c_2^2/(2l+5)\).

For a given \(c_2\), the five matching conditions are linear in \(c_0,c_6,c_8,c_{10},c_{12}\), and they have a unique solution. To see this, let \(t=(r/r_c)^2\). The difference of two solutions would be a polynomial of degree at most six with a fivefold zero at \(t=1\), hence \((1-t)^5(a+bt)\), and without terms in \(t\) and \(t^2\). Those two coefficients are \(b-5a\) and \(10a-5b\). Setting both to zero gives \(b=5a\) and \(-15a=0\), so \(a=b=0\). What remains is the single nonlinear equation (11) for \(c_2\).

## Worked example

The model potential is

\[
V(r)=-\frac{1+10e^{-r}}{r},
\]

with \(r\) in bohr and \(V\) in hartree. The chosen state is the second level with \(l=1\), at \(\varepsilon=-0.931706\) hartree. Its node lies at 0.606 bohr and its outer maximum at 1.355 bohr. Rounding the latter up to the next half bohr gives \(r_c=1.5\) bohr. There,

\[
u=0.857194,\quad u'=-0.242252,\quad
V=-2.154201,\quad V'=2.923668,\quad V''=-5.385759,
\]

all in atomic units. The ratio is \(D=-0.282610\) bohr\(^{-1}\), and

\[
p'=-0.282610-\frac{2}{1.5}=-1.615943\ \text{bohr}^{-1}.
\]

The remaining lines of (4), with terms in the order written there, give

\[
\begin{aligned}
p''&=-2.44499+4.30918-2.61127=-0.74708,\\
p'''&=5.84734-2.87279+1.99221-2.41448=2.55228,\\
p''''&=-10.77152+3.83038-2.65629-6.80609\\
&\quad-1.11626+8.24869=-9.27108,
\end{aligned}
\]

in bohr\(^{-2}\), bohr\(^{-3}\) and bohr\(^{-4}\); the last digit of a sum may reflect rounding of its terms. Term-by-term differentiation of a series representation of the orbital, which does not use (4), agrees to within \(1.4\times10^{-11}\) in atomic units for all four derivatives. The numerical check also confirms both forms symbolically for two exact Coulomb orbitals (\(l=0\) and \(l=1\)) and one exact oscillator orbital (\(l=2\)).

The norm equation has two roots in the scanned range \(-30\le c_2r_c^2\le60\): \(-0.69965\) and \(23.173\). By (12), the second would give

\[
V_{\rm ps}(0)=-0.932+5\times\frac{23.173}{2.25}\approx50.6\ \text{hartree},
\]

a high repulsive core. The first gives \(-2.486\) hartree and is the smoother choice. With it, the inner norm is 0.495948 for both orbitals, and \(V_{\rm ps},V_{\rm ps}',V_{\rm ps}''\) reproduce the three values of the potential at \(r_c\) to all printed digits.

The pseudo-orbital has no node, since \(r_c\) lies outside the last node of \(u\). It must therefore be the lowest \(l=1\) state of \(V_{\rm ps}\): a different lowest state, also of one sign, could not be orthogonal to it. Diagonalization in a finite basis gives a lowest level \(2.7\times10^{-8}\) hartree above \(\varepsilon\). The positive sign is what a variational calculation should give; the size of the remainder was not analysed further.

## What is gained numerically

Suppose \(p''''\) were instead estimated from five orbital values with spacing \(h\). Writing \(p_j=p(r_c+jh)\), the central difference is

\[
\Delta_h=\frac{p_{-2}-4p_{-1}+6p_0-4p_1+p_2}{h^4}.
\]

In its Taylor expansion the odd terms cancel by symmetry, and so do the constant and quadratic terms. The fourth-order term has weight \((2\cdot2^4-8)/4!=1\), and the sixth-order term has weight \((2\cdot2^6-8)/6!=1/6\). For sufficiently smooth \(p\),

\[
\Delta_h=p''''+\frac{h^2}{6}p^{(6)}+O(h^4).
\tag{13}
\]

Now let each orbital value carry an independent relative error of rms size \(\delta\ll1\). To first order, \(\ln[u(1+\eta)]=\ln u+\eta\). The variances add with the squared weights \(1+16+36+16+1=70\), so the rms noise is \(\sqrt{70}\,\delta/h^4\). For \(\delta=10^{-10}\) the example gives, in bohr\(^{-4}\):

| \(h\) (bohr) | truncation error | rms noise |
|---|---:|---:|
| 0.02 | \(-1.6\times10^{-2}\) | \(5.2\times10^{-3}\) |
| 0.05 | \(-9.9\times10^{-2}\) | \(1.3\times10^{-4}\) |
| 0.10 | \(-4.1\times10^{-1}\) | \(8.4\times10^{-6}\) |
| 0.20 | \(-1.9\) | \(5.2\times10^{-7}\) |

Doubling \(h\) from 0.05 to 0.10 raises the truncation error by a factor 4.12, near the leading-order value 4. Reducing \(h\) lowers this error but raises the noise sixteenfold per halving. At \(h=0.02\) bohr the truncation error is still 0.17% of \(|p''''|\); at \(h=0.01\) bohr the noise would be \(8.4\times10^{-2}\) bohr\(^{-4}\), or 0.9%. A higher-order stencil would reduce truncation at small \(h\), though not necessarily when its outer points approach the node, and it would retain the factor \(h^{-4}\) in the noise.

Formula (4) has no such factor when \(u'\) is supplied together with \(u\). With \(V\) and \(\varepsilon\) held fixed, (7) and (8) give

\[
\frac{\partial p''''}{\partial D}=-2k'+16Dk-24D^3 .
\tag{14}
\]

At \(r_c\), (5) and (9) yield

\[
k=-2.44499+\frac{2}{2.25}=-1.55610,\qquad
k'=5.84734-\frac{4}{3.375}=4.66215 .
\]

The three terms of (14) are then \(-9.324\), \(7.036\) and \(0.542\), with sum \(-1.746\) bohr\(^{-3}\). Independent relative errors \(\delta\) in \(u\) and \(u'\) produce an rms error \(\sqrt2\,|D|\delta=4.0\times10^{-11}\) bohr\(^{-1}\) in \(D\). The predicted error in \(p''''\) is thus \(7.0\times10^{-11}\) bohr\(^{-4}\); random sampling gives \(6.9\times10^{-11}\).

This comparison assumes that \(u'\) is available with the same relative accuracy as \(u\); the resulting error \(\sqrt2\,|D|\delta\) is small here partly because \(r_c\) lies near the maximum of \(u\), where \(|D|\) is small. The factor (14) is also small at this radius, because its terms partly cancel: for the same orbital it is \(-243\) bohr\(^{-3}\) at 1.0 bohr and \(7.8\) bohr\(^{-3}\) at 2.0 bohr, where the predicted errors in \(p''''\) are \(5.2\times10^{-8}\) and \(8.8\times10^{-10}\) bohr\(^{-4}\). If \(u'\) must instead be taken from the table as \([u(r_c+h)-u(r_c-h)]/(2h)\), two independent errors of about \(u\delta\) give an rms noise of about \(\delta/(\sqrt2\,h)\) in \(D\), so a factor \(h^{-1}\) remains, along with an \(O(h^2)\) truncation error. The comparison also treats \(\varepsilon\), \(V\), \(V'\) and \(V''\) as exact. By (5) and (7), an error in \(V-\varepsilon\) enters \(p''''\) with the factor \(16D^2-8k=13.7\) in atomic units, so a relative error \(\delta\) in \(V(r_c)\) or in \(\varepsilon\) would give \(3.0\times10^{-9}\) or \(1.3\times10^{-9}\) bohr\(^{-4}\). This exceeds the error from \(D\), although it carries no inverse power of \(h\). The derivatives \(V'\) and \(V''\) are known accurately for an analytic model. If \(V\) is tabulated, its first two derivatives must still be found. An error \(\delta V''\) enters \(p''''\) as \(2\,\delta V''\), and an error \(\delta V'\) enters as \(-4D\,\delta V'\), by (7) and (9). The fourth derivative of an orbital has then been exchanged for a second derivative of the potential, for which a difference formula amplifies independent errors in the tabulated \(V\) as \(h^{-2}\) instead of \(h^{-4}\). The limit of this statement is a gradient-corrected functional: its potential already contains the second derivative of the density, so \(V''\) contains the fourth. If these derivatives are formed by differences from a density table with independent errors, the noise in \(V''\) again scales as \(h^{-4}\).

## Numbers as computed

```
exact symbolic identities verified: 24
model: tail charge 1, core charge 10, decay 1 bohr^-1, l = 1
all-electron levels 1 and 2: -7.096956, -0.93170622 hartree
node 0.6060 bohr, outer maximum 1.355 bohr, rc 1.5 bohr
u(rc)   = 0.85719439 bohr^-1/2
u'(rc)  = -0.24225176 bohr^-3/2
u'/u    = -0.28261006 bohr^-1
V(rc)   = -2.15420107 hartree
V'(rc)  = 2.92366845 hartree/bohr
V''(rc) = -5.38575900 hartree/bohr^2
p(rc) = ln(u/rc^(l+1)), numerical value in atomic units = -0.96502078
p derivative 1: formula -1.61594340, direct -1.61594340 bohr^-1
p derivative 2: formula -0.74708037, direct -0.74708037 bohr^-2
p derivative 3: formula 2.55228377, direct 2.55228377 bohr^-3
p derivative 4: formula -9.27107542, direct -9.27107542 bohr^-4
largest formula-direct difference: 1.4e-11 (atomic units)
terms of p'' in formula order, bohr^-2: -2.444990, 4.309182, -2.611273
terms of p''' in formula order, bohr^-3: 5.847337, -2.872788, 1.992214, -2.414479
terms of p'''' in formula order, bohr^-4: -10.771518, 3.830384, -2.656286, -6.806090, -1.116258, 8.248692
imposed relative error of orbital data: 1e-10
fourth difference, h = 0.02 bohr: truncation -1.57e-02, rms noise 5.24e-03 bohr^-4
fourth difference, h = 0.05 bohr: truncation -9.89e-02, rms noise 1.34e-04 bohr^-4
fourth difference, h = 0.10 bohr: truncation -4.08e-01, rms noise 8.43e-06 bohr^-4
fourth difference, h = 0.20 bohr: truncation -1.86e+00, rms noise 5.23e-07 bohr^-4
truncation ratio for h = 0.10 and 0.05 bohr: 4.123
rms noise of p'''' from the formula: 6.93e-11 bohr^-4
norm-equation roots for c2 rc^2: -0.699649, 23.173445
coefficient of (r/rc)^0 in p: 0.07618768
coefficient of (r/rc)^2 in p: -0.69964853
coefficient of (r/rc)^4 in p: -0.06992972
coefficient of (r/rc)^6 in p: -1.18991831
coefficient of (r/rc)^8 in p: 1.52035246
coefficient of (r/rc)^10 in p: -0.72828165
coefficient of (r/rc)^12 in p: 0.12621730
norm inside rc: all-electron 0.49594811, pseudo 0.49594811
V_ps(0) = -2.486481 hartree
V_ps(rc) = -2.15420107 hartree
V_ps'(rc) = 2.92366845 hartree/bohr
V_ps''(rc) = -5.38575900 hartree/bohr^2
lowest pseudo level = -0.93170619 hartree
pseudo minus all-electron level = 2.7e-08 hartree
```
